# When diffusion and depletion generation give equal diode dark current

## Question

I am working on the dark current of a reverse-biased p⁺n photodiode. The exercise says that electrons and holes have the same lifetime $\tau$, that the traps are at midgap, and that the n-type base is long. I have to show that the diffusion current equals the depletion generation current when

$$n_i=\frac{NW}{2L},$$

where $n_i$ is the intrinsic density, $N$ the base doping, $W$ the depletion width and $L$ the minority diffusion length.

For diffusion I use $qDn_i^2/(NL)$. For generation I reasoned that pairs appear at a rate $n_i/\tau$ throughout the depletion region, so the current is $qn_iW/\tau$. Equating the two gives $n_i=NW/L$, twice the required answer. Where does the missing 2 come from? Why does the same lifetime not give the same kind of rate in both regions? And at what temperature would a silicon diode reach this condition?

## Answer

The missing 2 is in your generation rate. In the depletion region a trap must complete two emissions, one after the other, to produce one pair. In the neutral base majority electrons are plentiful and keep nearly every trap filled, so an emptied trap usually recaptures an electron before it can emit a hole. The exchange of holes alone then sets the net rate.

I use $q>0$ for the elementary charge and quote currents as magnitudes per unit area. The reverse bias is many $kT/q$, and carriers obey Boltzmann statistics. The emitter is doped so heavily that $W$ lies almost entirely in the base and emitter diffusion can be neglected. The trap density is far below $N$, so trapped charge hardly affects $W$.

### The trap rate

Let a fraction $f$ of the traps hold an electron, and let the trap level lie $\delta kT$ above the intrinsic level. With equal lifetimes, the four rates per unit volume are

- electron capture, $n(1-f)/\tau$, and electron emission, $n_1f/\tau$;
- hole capture, $pf/\tau$, and hole emission, $p_1(1-f)/\tau$.

In equilibrium each capture rate equals its own emission rate. This fixes the emission constants as $n_1=n_ie^{\delta}$ and $p_1=n_ie^{-\delta}$, so that $n_1p_1=n_i^2$.

In a steady state the net electron capture equals the net hole capture:

$$n(1-f)-n_1f=pf-p_1(1-f).$$

Collecting the terms in $f$ gives

$$f=\frac{n+p_1}{n+p+n_1+p_1},\qquad 1-f=\frac{p+n_1}{n+p+n_1+p_1}.$$

The net recombination rate is therefore

$$U=\frac{n(1-f)-n_1f}{\tau}
=\frac{n(p+n_1)-n_1(n+p_1)}{\tau(n+p+n_1+p_1)}
=\frac{np-n_i^2}{\tau(n+p+n_1+p_1)}.$$

The terms $nn_1$ cancel in the last step. A negative $U$ means net generation. The same expression holds in both regions, but different terms dominate its denominator.

### Depletion region

Here the field sweeps carriers out, so take $n,p\ll n_i$. With $n_1+p_1=2n_i\cosh\delta$,

$$G=-U=\frac{n_i^2}{2n_i\tau\cosh\delta}=\frac{n_i}{2\tau\cosh\delta}.$$

For a trap at the intrinsic level, $\delta=0$ and $G=n_i/(2\tau)$. "Midgap" has to be read in this sense: the intrinsic level differs from the geometric middle of the gap by $\tfrac12kT\ln(N_v/N_c)$, where $N_v$ and $N_c$ are the effective densities of states of the valence and conduction bands.

The 2 can also be found by counting time. For a trap density $N_t$, an occupied trap waits on average $N_t\tau/n_i$ before it emits its electron. The empty trap then waits another $N_t\tau/n_i$ before it emits a hole. One pair thus takes $2N_t\tau/n_i$ per trap, and $N_t$ traps produce $n_i/(2\tau)$ pairs per unit volume and time.

Each pair generated in the depletion region passes one elementary charge through the external circuit. If the whole width generates at this rate,

$$J_{\rm gen}=qGW=\frac{qn_iW}{2\tau}.$$

### Neutral base

In the base $n\simeq N$, and both $p$ and $n_i$ are much smaller than $N$. The denominator of $U$ is then approximately $\tau N$, so

$$U\simeq\frac{Np-n_i^2}{\tau N}=\frac{p-p_0}{\tau},\qquad p_0=\frac{n_i^2}{N}.$$

There is no 2 here, because the exchange of holes alone sets the rate. Almost all traps are filled, so holes are captured at the rate $p/\tau$. Only a fraction $1-f\simeq n_1/N$ of the traps is empty, and these emit holes at the rate $p_1n_1/(N\tau)=p_0/\tau$. Under reverse bias $p<p_0$, so emission exceeds capture.

Measure $y$ from the depletion edge into the base. The field there is weak, so minority holes move by diffusion, and the steady continuity equation is

$$D\frac{d^2p}{dy^2}=\frac{p-p_0}{\tau}.$$

With $L^2=D\tau$ and $u=p-p_0$ this becomes $u''=u/L^2$, whose solution is $u=Ae^{-y/L}+Be^{y/L}$. A long base requires $p\to p_0$ far away, hence $B=0$. Reverse bias makes $p\simeq0$ at $y=0$, hence $A=-p_0$. Thus

$$p=p_0\left(1-e^{-y/L}\right),\qquad \left.\frac{dp}{dy}\right|_0=\frac{p_0}{L}.$$

The hole current is $-qD\,dp/dy$. Its negative sign means that holes flow towards the junction, and its magnitude is

$$J_{\rm diff}=\frac{qDp_0}{L}=\frac{qDn_i^2}{NL}.$$

### Equating the currents

The ratio of the two currents is

$$\frac{J_{\rm diff}}{J_{\rm gen}}
=\frac{Dn_i^2}{NL}\,\frac{2\tau}{n_iW}
=\frac{2D\tau n_i}{NWL}
=\frac{2Ln_i}{NW},$$

where the last step uses $D\tau=L^2$. Setting the ratio to one gives

$$\boxed{n_i=\frac{NW}{2L}}.$$

At fixed $N$, $W$ and $L$ the ratio is proportional to $n_i$. Generation therefore dominates below this density and diffusion above it. The derivation also needs $n_i\ll N$, which at the crossing means $W\ll2L$.

Since $D/L=L/\tau$, the diffusion current can be written as $q(p_0/\tau)L$. At the crossing, a thin region of width $W$ with the high rate $n_i/(2\tau)$ supplies as many carriers as a thick region of effective length $L$ with the low rate $p_0/\tau$.

The current at the crossing has a simple form too. Insert the crossing density into $J_{\rm gen}$ and use $W^2=2\varepsilon V/(qN)$, where $V$ is the total potential drop across the junction and $\varepsilon$ the permittivity:

$$J_{\rm gen}=J_{\rm diff}=\frac{qNW^2}{4L\tau}=\frac{\varepsilon V}{2L\tau}.$$

The doping has cancelled. In this sharp-edge approximation, at fixed $V$, $L$ and $\tau$, it changes the intrinsic density at which the currents meet, but not the current at which they meet.

### If the base is short or the lifetimes differ

Suppose an ohmic contact holds $p=p_0$ at $y=d$. The solution that vanishes at the depletion edge and meets this condition is

$$p=p_0\left[1-\frac{\sinh((d-y)/L)}{\sinh(d/L)}\right].$$

Its slope at $y=0$ is $(p_0/L)\coth(d/L)$, so $J_{\rm diff}$ gains a factor $\coth(d/L)$. The crossing moves to

$$n_i=\frac{NW}{2L}\tanh\frac dL.$$

For $d\gg L$ this returns the long-base result. For $d\ll L$, $\tanh(d/L)\simeq d/L$ and the condition becomes $n_i=NWd/(2L^2)$. The contact then supplies holes more readily than the long base did, so diffusion catches up at a smaller $n_i$.

If the lifetimes differ, the two waiting times in the depletion region are proportional to $\tau_n$ and $\tau_p$. The 2 in $2\tau$ comes from their sum, and $J_{\rm gen}=qn_iW/(\tau_n+\tau_p)$. The n-type base still has the hole lifetime, with $L_p^2=D\tau_p$, provided that $\tau_nn_i\ll\tau_pN$. Equating the currents gives

$$n_i=\frac{NW}{L_p}\,\frac{\tau_p}{\tau_n+\tau_p},$$

which reduces to the boxed result for equal lifetimes.

### A silicon diode

Take rough values for a hot silicon p⁺n photodiode: $N=10^{15}\ \mathrm{cm^{-3}}$, $D=8\ \mathrm{cm^2/s}$, $\tau=10\ \mathrm{\mu s}$, relative permittivity 11.7, and a total junction drop of 5 V. Then

$$W=\sqrt{\frac{2\varepsilon V}{qN}}=2.54\times10^{-4}\ \mathrm{cm},$$

$$L=\sqrt{8\times10^{-5}}\ \mathrm{cm}=8.94\times10^{-3}\ \mathrm{cm},$$

and the crossing density is

$$n_i=\frac{10^{15}\times2.54\times10^{-4}}{2\times8.94\times10^{-3}}\ \mathrm{cm^{-3}}
=1.42\times10^{13}\ \mathrm{cm^{-3}}.$$

The equilibrium hole density is $p_0=n_i^2/N=2.02\times10^{11}\ \mathrm{cm^{-3}}$. The two currents are

$$J_{\rm diff}=\frac{q\times8\times2.02\times10^{11}}{8.94\times10^{-3}}\ \mathrm{A/cm^2}
=29\ \mathrm{\mu A/cm^2},$$

$$J_{\rm gen}=\frac{q\times1.42\times10^{13}\times2.54\times10^{-4}}{2\times10^{-5}}\ \mathrm{A/cm^2}
=29\ \mathrm{\mu A/cm^2},$$

with $q$ in coulombs. For the temperature I use the rough law

$$n_i(T)=10^{10}\left(\frac T{300}\right)^{3/2}
\exp\left[-\frac{1.2\ \mathrm{eV}}{2k}\left(\frac1T-\frac1{300}\right)\right]\mathrm{cm^{-3}},$$

with $T$ in kelvin. It reaches the crossing density at 423 K, or 150 °C. At 300 K the density is about 1400 times smaller than at the crossing. With $D$, $\tau$ and $W$ held fixed, the sharp-edge formulas therefore make generation exceed diffusion about 1400 times; the carrier tails discussed in the next section reduce this to about 1000.

### How sharp is the depletion region?

The assumption that all of $W$ generates at the full rate is only approximate. I compared it with a numerical solution of Poisson's equation and both carrier continuity equations, which does not assume a sharp depletion edge. It used the same $D$, $\tau$ and trap level, with an emitter doping of $10^{19}\ \mathrm{cm^{-3}}$. To compare with the formulas, I count net generation beyond the nominal edge $W$ as the diffusion part and all the rest as the depletion part.

At 423 K the diffusion part is 28.6 µA/cm², close to the formula, but the depletion part is 23.8 µA/cm². The latter corresponds to an active width of 2.09 µm instead of 2.54 µm.

Most of the loss comes from electrons that reach in from the base. If their own charge is neglected, the potential at a distance $s$ inside the depletion edge has changed by $qNs^2/(2\varepsilon)$, so

$$n\simeq Ne^{-s^2/(2\lambda^2)},\qquad \lambda^2=\frac{\varepsilon kT}{q^2N}.$$

With few holes present, the generation rate is $n_i^2/[\tau(n+2n_i)]$. It falls to half its full value where $n=2n_i$, that is, at

$$s=\lambda\sqrt{2\ln\frac{N}{2n_i}}.$$

For $\lambda=0.154$ µm this rough estimate of the electron loss gives 0.41 µm, against a total loss of 0.46 µm. It overstates the electron share, because the electrons' own charge is not negligible near the edge. Integrating Poisson's equation with that charge and flat quasi-Fermi levels gives about 0.34 µm from electrons alone. Holes reaching in from the emitter supply the other 0.12 µm: about 0.09 µm by suppressing generation near the junction, and about 0.03 µm by taking up part of the voltage, which pulls the depletion edge in.

The complete solution puts the crossing at 418 K and $n_i=1.17\times10^{13}\ \mathrm{cm^{-3}}$. The boxed formula thus overestimates the crossing density by about 21% relative to this solution, yet the temperature moves by less than 5 K because $n_i$ rises steeply. With $D$ and $\tau$ fixed, the depletion part is 5.1 times the diffusion part 40 K below 423 K, and 0.20 times it 40 K above. The order of the currents reverses as predicted.

### What a real device changes

These parameters describe a moderately doped silicon diode of moderate lifetime. Silicon lifetimes vary by orders of magnitude with material and processing, so 150 °C is not a general property of silicon diodes. A 300 µm base is long enough here: the contact raises diffusion by 0.24%. A lifetime of 1 ms at the same $D$ would make $L$ ten times larger, about 0.9 mm, and the long-base formula would fail for that thickness. It is also unsuitable for any thin detector that has no long neutral base.

The result is sensitive to the trap level. Moving it by $2kT$, or 73 meV at 423 K, multiplies $G$ by $1/\cosh2=0.27$. If $\delta$ stays equal to 2, the crossing density falls by the same factor, to about $3.8\times10^{12}\ \mathrm{cm^{-3}}$. For a trap fixed 73 meV from the intrinsic level, the crossing lies at a lower temperature, near 391 K, where $\delta\simeq2.2$, and the density is about $3.2\times10^{12}\ \mathrm{cm^{-3}}$.

Other corrections are smaller, but some are not negligible:

- Trap-assisted tunnelling raises generation by roughly 20% on average over the depletion region, for an assumed tunnelling mass of 0.25 electron masses and a half gap of 0.55 eV.
- If the trap attracts one carrier by a Coulomb force, the field lowers that emission barrier. In a one-dimensional estimate, generation at 39 kV/cm, the peak field of the depletion approximation, rises by a factor of 1.5; the factor is smaller where the field is weaker. Very close to an abrupt junction, holes from the emitter raise the field above this value, but they also suppress generation there.
- An emitter 1 µm thick, with an ohmic contact on its surface, 80 meV of gap narrowing and the same $D$, adds about 8% to the diffusion current.
- In a square diode of 1 mm side, let the depletion region meet the surface only in a strip of width $W$ along the four sides. If this strip generates $n_is/2$ pairs per unit area and time, with $s=100$ cm/s, it adds about 4% to the depletion generation. A larger depleted surface adds proportionally more.

At 39 kV/cm, band-to-band tunnelling and impact ionisation are negligible: a simple one-band estimate gives a tunnelling exponent of about 1000, and this field across the whole of $W$ would give about $5\times10^{-12}$ ionisation events per carrier. This figure is not an upper bound: within about 20 nm of the junction the hole layer raises the field to as much as 200 kV/cm, where the same local law would give about $10^{-4}$. That is still negligible, and the potential drop across this layer, about 0.15 V, is far below the band gap. The remaining values are in the numerical output below.

## Computed values

```
Light-side doping N: 1.00e+15 cm^-3
Emitter doping: 1.00e+19 cm^-3
Minority diffusion coefficient D: 8.0 cm2/s
Lifetime tau: 10.0 us
Relative permittivity: 11.7
Total junction potential drop: 5.0 V
Assumed n_i at 300 K: 1.00e+10 cm^-3
Depletion width W: 2.543 um
Diffusion length L: 89.44 um
Crossing intrinsic density NW/(2L): 1.421e+13 cm^-3
Crossing temperature, simple formula: 422.9 K
Crossing temperature in Celsius: 149.7 C
Thermal energy there: 36.44 meV
Built-in potential there: 0.646 V
Applied reverse bias there: 4.354 V
Minority density p0: 2.021e+11 cm^-3
Diffusion current, formula: 28.96 uA/cm2
Generation current, formula: 28.96 uA/cm2
Sum of formula currents: 57.91 uA/cm2
Depleted trap rate, units n_i/tau: 0.5000
Full-diode diffusion part: 28.55 uA/cm2
Full-diode depletion part: 23.75 uA/cm2
Active generation width: 2.086 um
Lost generation width: 0.457 um
Light-side Debye length: 0.154 um
Electron-tail loss estimate: 0.410 um
Higher drop for width test: 15.0 V
Current growth with W, full/formula: 1.030
Full-diode gen/diff ratio 40 K colder: 5.07
Full-diode gen/diff ratio 40 K hotter: 0.196
Full-diode crossing temperature: 418.4 K
Full-diode crossing n_i: 1.172e+13 cm^-3
n_i/N at simple crossing: 1.42 %
Base thickness for finite-base check: 300 um
Finite-base diffusion factor: 1.0024
Emitter thickness assumed: 1.0 um
Emitter/base diffusion, no narrowing: 0.89 %
Emitter gap narrowing assumed: 80 meV
Emitter/base diffusion, narrowed: 8.0 %
Generation factor, trap 2 kT off: 0.266
Surface generation speed assumed: 100 cm/s
Square diode side assumed: 1.0 mm
Surface/bulk depletion generation: 4.0 %
Peak field: 39.3 kV/cm
Tunnelling mass assumed: 0.25 electron masses
Half gap assumed for tunnelling: 0.55 eV
Mean trap-tunnelling increase: 19.0 %
Peak Coulomb barrier lowering: 44.0 meV
Peak generation factor, Coulomb trap: 1.54
Band-to-band tunnelling exponent: 1002
Impact-ionisation upper estimate: 4.6e-12 pairs/carrier
```
